# Loss of spherical stability in a film-loaded disc of uniform curvature: a numerical check

```python
"""
Result under test: a thin isotropic disc bent by a uniform film moment, with
uniform-curvature shapes and equilibrated membrane stress, stops being stable
as a spherical cap at curvature k_c = 4 h / (R^2 sqrt(1 + nu)).
h thickness, R radius, E Young modulus, nu Poisson ratio, M film moment per
length, f film force per length, D = E h^3 / (12 (1 - nu^2)).
Shape: w = k (x^2+y^2)/2 + d (x^2-y^2)/2 + t x y, Gaussian curvature k^2-d^2-t^2.
Reduced units: lengths in the plane / R, deflection / h, curvature * R^2 / h,
moment * R^2 / (E h^4), stiffness / E.
The numerical side minimises the elastic energy over polynomial displacements.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.linalg import eigh, svd
from scipy.optimize import brentq, minimize

X, Y = sp.symbols("x y", real=True)
R2 = X**2 + Y**2

# Quadrature on the unit disc, exact for the polynomials used here
N_RADIAL, N_ANGLE = 12, 44
nodes, node_weights = leg.leggauss(N_RADIAL)
radii = np.sqrt((nodes + 1) / 2)
angles = 2 * np.pi * np.arange(N_ANGLE) / N_ANGLE
px = np.outer(radii, np.cos(angles)).ravel()
py = np.outer(radii, np.sin(angles)).ravel()
area = np.outer(node_weights / 2, np.full(N_ANGLE, np.pi / N_ANGLE)).ravel()


def isotropic(nu):
    return np.array([[1, nu, 0], [nu, 1, 0], [0, 0, (1 - nu) / 2]]) / (1 - nu**2)


def displacement_strains(degree):
    """Strains (xx, yy, engineering xy) of all polynomial displacements."""
    vx, vy = leg.legvander(px, degree), leg.legvander(py, degree)
    der = leg.legder(np.eye(degree + 1))
    dx = leg.legvander(px, degree - 1) @ der
    dy = leg.legvander(py, degree - 1) @ der
    zero, fields = np.zeros_like(px), []
    for i in range(degree + 1):
        for j in range(degree + 1 - i):
            fx, fy = dx[:, i] * vy[:, j], vx[:, i] * dy[:, j]
            fields.append(np.stack([fx, zero, fy], -1))
            fields.append(np.stack([zero, fy, fx], -1))
    return np.array(fields)


def energy_scaled(strain, root):
    """Vector whose squared length is twice the elastic energy."""
    out = np.sqrt(area)[:, None] * (strain @ root)
    return out.reshape(strain.shape[:-2] + (-1,))


def sample(expression):
    return sp.lambdify((X, Y), expression, "numpy")(px, py) + 0 * px


def build_plate(stiffness, shapes, degree):
    """Bending matrix, quartic membrane tensor, load vector, membrane fields."""
    root = np.linalg.cholesky(stiffness)
    gx = np.array([sample(sp.diff(s, X)) for s in shapes])
    gy = np.array([sample(sp.diff(s, Y)) for s in shapes])
    curv = np.array([np.stack([sample(sp.diff(s, X, 2)), sample(sp.diff(s, Y, 2)),
                               2 * sample(sp.diff(s, X, Y))], -1) for s in shapes])
    pair = np.stack([gx[:, None] * gx[None] / 2, gy[:, None] * gy[None] / 2,
                     (gx[:, None] * gy[None] + gy[:, None] * gx[None]) / 2], -1)
    left, sizes, _ = svd(energy_scaled(displacement_strains(degree), root).T,
                         full_matrices=False)
    basis = left[:, sizes > 1e-10 * sizes[0]]
    membrane = energy_scaled(pair, root)
    membrane = membrane - (membrane @ basis) @ basis.T
    bend = energy_scaled(curv, root)
    return {"bend": bend @ bend.T / 12, "root": root, "membrane": membrane,
            "quartic": np.tensordot(membrane, membrane, axes=(2, 2)),
            "load": (curv[:, :, 0] + curv[:, :, 1]) @ area}


def derivatives(plate, a, moment):
    """Energy, gradient and Hessian for shape amplitudes a."""
    half = plate["quartic"] @ a
    first = half @ a
    second = np.einsum("ijp,j->ip", half, a)
    energy = a @ plate["bend"] @ a / 2 - moment * plate["load"] @ a + a @ first @ a / 2
    gradient = plate["bend"] @ a - moment * plate["load"] + 2 * first @ a
    return energy, gradient, plate["bend"] + 2 * first + 4 * second


def round_state(plate, moment, base):
    """Equilibrium within the base shapes, followed up from zero load."""
    a = np.zeros(len(plate["load"]))
    for m in np.linspace(0, moment, 9)[1:]:
        for _ in range(7):
            _, g, hess = derivatives(plate, a, m)
            a[base] -= np.linalg.solve(hess[np.ix_(base, base)], g[base])
    residual = derivatives(plate, a, moment)[1][base]
    assert np.max(np.abs(residual)) < 1e-7
    return a


def softness(plate, moment, base, lobes):
    """Lowest stiffness against the lobes, relative to pure bending."""
    hess = derivatives(plate, round_state(plate, moment, base), moment)[2]
    block = np.ix_(lobes, lobes)
    return eigh(hess[block], plate["bend"][block], eigvals_only=True)[0]


def find_threshold(plate, base, lobes, scale):
    loads = scale * np.arange(0.3, 6.0, 0.15)
    for low, high in zip(loads[:-1], loads[1:]):
        if softness(plate, high, base, lobes) < 0:
            m = brentq(lambda q: softness(plate, q, base, lobes), low, high, xtol=1e-11)
            return m, round_state(plate, m, base)
    raise AssertionError("no loss of stability in the scanned range")


# ---------------- rough typical material values and the wafer ----------------
c11, c12, c44 = 129e9, 48e9, 67e9            # germanium, Pa
density_ge, expansion_ge = 5.3e3, 6e-6       # kg/m^3, 1/K
young_cu, nu_cu, expansion_cu = 120e9, 0.34, 17e-6
h, R = 175e-6, 50e-3
film_stress, thin_film, thick_film = 200e6, 1e-6, 3e-6

q11, q12, q66 = c11 - c12**2 / c11, c12 - c12**2 / c11, c44
average_11 = (6 * q11 + 2 * q12 + 4 * q66) / 8
average_12 = (2 * q11 + 6 * q12 - 4 * q66) / 8
nu = average_12 / average_11
E = average_11 * (1 - nu**2)
# check of the in-plane average by explicit rotation of the stiffness
turned = []
for angle in np.linspace(0, np.pi, 24, endpoint=False):
    c, s = np.cos(angle), np.sin(angle)
    turn = np.array([[c*c, s*s, -c*s], [s*s, c*c, c*s], [2*c*s, -2*c*s, c*c - s*s]])
    turned.append(turn.T @ np.array([[q11, q12, 0], [q12, q11, 0], [0, 0, q66]]) @ turn)
assert np.allclose(np.mean(turned, axis=0) / E, isotropic(nu), atol=1e-10)

# ---------------- uniform-curvature family ----------------
uniform_shapes = [R2 / 2, (X**2 - Y**2) / 2, X * Y]
for ratio in (0.0, nu, 0.4):
    trial = build_plate(isotropic(ratio), uniform_shapes, 3)
    bending = 1 / (12 * (1 - ratio**2))
    expected = 4 / np.sqrt(1 + ratio)
    m_found, state = find_threshold(trial, [0], [1, 2], 2 * bending * expected)
    assert abs(state[0] / expected - 1) < 1e-7
    assert abs(m_found / (2 * bending * expected) - 1) < 1e-7
    if ratio == nu:
        plate, numerical_kc = trial, state[0]

# membrane stress and energy against the stress-function result
amps = np.array([1.3, 0.4, -0.7])
gauss = amps[0]**2 - amps[1]**2 - amps[2]**2
field = np.einsum("ijp,i,j->p", plate["membrane"], amps, amps).reshape(-1, 3)
stress = field / np.sqrt(area)[:, None] @ plate["root"].T
airy = -gauss * (R2 - 1)**2 / 64
airy_stress = np.stack([sample(sp.diff(airy, Y, 2)), sample(sp.diff(airy, X, 2)),
                        -sample(sp.diff(airy, X, Y))], -1)
assert np.allclose(stress, airy_stress, atol=1e-10)
assert abs(np.sum(field**2) / 2 - np.pi * gauss**2 / 384) < 1e-11
rr = px**2 + py**2
radial = (stress[:, 0]*px**2 + stress[:, 1]*py**2 + 2*stress[:, 2]*px*py) / rr
hoop = stress[:, 0] + stress[:, 1] - radial
assert np.allclose(radial, gauss * (1 - rr) / 16, atol=1e-10)
assert np.allclose(hoop, gauss * (1 - 3 * rr) / 16, atol=1e-10)

# ---------------- lobes of higher order on the sphere ----------------
D_red = 1 / (12 * (1 - nu**2))
K_c = 4 / np.sqrt(1 + nu)
M_red = 2 * D_red * K_c
lobe_ratio = {}
for n in (3, 4):
    lobe = sp.re(sp.expand((X + sp.I * Y)**n))
    lobed = build_plate(isotropic(nu), [R2 / 2, lobe], 2 * n - 1)
    _, state = find_threshold(lobed, [0], [1], M_red)
    lobe_ratio[n] = state[0] / K_c
    assert abs(lobe_ratio[n]**2 - n * (n + 1) / 6) < 1e-6

# ---------------- explicit two-layer plate ----------------


def composite(base_h, base_E, film_h, film_E):
    """Stretching, bending about the neutral plane, and film lever arm."""
    stretch = base_E * base_h + film_E * film_h
    film_z = (base_h + film_h) / 2
    neutral = film_E * film_h * film_z / stretch
    flex = (base_E * (base_h**3 / 12 + base_h * neutral**2)
            + film_E * (film_h**3 / 12 + film_h * (film_z - neutral)**2))
    return stretch, flex, film_z - neutral


def layered_energy(k, d, film_h, film_E, mismatch_stress):
    root = np.linalg.cholesky(isotropic(nu))
    sx, sy = (k + d) * px, (k - d) * py
    mid = np.stack([sx**2 / 2, sy**2 / 2, sx * sy], -1)
    moves = energy_scaled(displacement_strains(3), root).T
    rows, targets = [], []
    for low, thick, young, stress0 in ((-0.5, 1.0, 1.0, 0.0),
                                       (0.5, film_h, film_E, mismatch_stress)):
        for g in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            z = low + thick * (1 + g) / 2
            own = stress0 * (1 - nu) / young
            strain = mid + np.array([own - z * (k + d), own - z * (k - d), 0])
            factor = np.sqrt(young * thick / 2)
            rows.append(factor * moves)
            targets.append(factor * energy_scaled(strain, root))
    matrix, target = np.vstack(rows), np.concatenate(targets)
    best = np.linalg.lstsq(matrix, -target, rcond=1e-11)[0]
    return np.sum((target + matrix @ best)**2) / 2


for film_h, film_E, mismatch in ((0.1, 2.0, 0.3), (1e-4, 1.0, 300.0)):
    k, d = 1.1, 0.45
    found = (layered_energy(k, d, film_h, film_E, mismatch)
             - layered_energy(0, 0, film_h, film_E, mismatch))
    stretch, flex, arm = composite(1, 1, film_h, film_E)
    derived = np.pi * (flex / (1 - nu**2) * ((1 + nu) * k**2 + (1 - nu) * d**2)
                       - 2 * mismatch * film_h * arm * k
                       + stretch * (k**2 - d**2)**2 / 384)
    assert abs(found - derived) < 1e-8
assert abs(arm - 0.5) < 1e-3                 # thin film: lever arm h/2

# ---------------- worked example, isotropic model ----------------
D = E * h**3 / (12 * (1 - nu**2))
k_c = 4 * h / (R**2 * np.sqrt(1 + nu))
f_c = 4 * D * k_c / h
c_mem = E * h * R**4 / 384
assert abs(numerical_kc * h / R**2 / k_c - 1) < 1e-7
f_thin, f_thick = film_stress * thin_film, film_stress * thick_film
assert f_thin < f_c < f_thick


def stoney(force):
    return force * h / 2 / (D * (1 + nu))


k_thin = brentq(lambda q: D*(1 + nu)*q + 2*c_mem*q**3 - f_thin*h/2, 0, stoney(f_thin))
k_mean = f_thick * h / (4 * D)
split = np.sqrt(k_mean**2 - k_c**2)
k_large, k_small = k_mean + split, k_mean - split


def relaxed(force):
    """Free minimisation over all three curvatures from an uneven start."""
    moment = force * h / 2 * R**2 / (E * h**4)
    result = minimize(lambda a: derivatives(plate, a, moment)[0], [1.0, 0.3, 0.2],
                      jac=lambda a: derivatives(plate, a, moment)[1],
                      method="BFGS", options={"gtol": 1e-8})
    hess = derivatives(plate, result.x, moment)[2]
    main = result.x[0] + np.array([1, -1]) * np.hypot(result.x[1], result.x[2])
    return main * h / R**2, np.linalg.eigvalsh(hess)


main_thin, modes_thin = relaxed(f_thin)
main_thick, modes_thick = relaxed(f_thick)
assert np.allclose(main_thin, k_thin, rtol=1e-5) and modes_thin[0] > 0
assert np.allclose(main_thick, [k_large, k_small], rtol=1e-5)
assert abs(modes_thick[0]) < 1e-5 * modes_thick[2] and modes_thick[1] > 1e-3

# ---------------- neglected: non-uniform curvature ----------------
TERMS = 5
trefoil = sp.re(sp.expand((X + sp.I * Y)**3))
rich_shapes = ([R2**i for i in range(1, TERMS + 1)]
               + [(X**2 - Y**2) * R2**i for i in range(TERMS)]
               + [trefoil * R2**i for i in range(3)])
rich = build_plate(isotropic(nu), rich_shapes, 4 * TERMS - 1)
base, lobes = list(range(TERMS)), list(range(TERMS, 2 * TERMS))
m_rich, a_rich = find_threshold(rich, base, lobes, M_red)
m_less, _ = find_threshold(rich, base[:-1], lobes[:-1], M_red)
rich_change = abs(m_less / m_rich - 1)
assert rich_change < 0.01
three_lobe_margin = softness(rich, m_rich, base, list(range(2 * TERMS, 2 * TERMS + 3)))
assert three_lobe_margin > 0
powers = 2 * np.arange(1, TERMS + 1)
rich_mean = rich["load"] @ a_rich / (2 * np.pi)
rich_bow = np.sum(a_rich[:TERMS])
rich_centre = 2 * a_rich[0]
rich_edge = np.sum(powers * (powers - 1) * a_rich[:TERMS])

# ---------------- neglected: cubic anisotropy ----------------
cubic = np.array([[q11, q12, 0], [q12, q11, 0], [0, 0, q66]])
comp = np.linalg.inv(cubic)
E_membrane = 64 / (48 * comp[0, 0] + 16 * comp[0, 1] + 8 * comp[2, 2])
soft = min(q11 - q12, 2 * q66)
assert soft == q11 - q12                     # bends about a cube axis
K_cubic = 4 * np.sqrt(soft / E_membrane)
M_cubic = 2 * q11 / (12 * E) * K_cubic
cubic_plate = build_plate(cubic / E, uniform_shapes, 3)
m_found, state = find_threshold(cubic_plate, [0], [1, 2], M_cubic)
assert abs(state[0] / K_cubic - 1) < 1e-7 and abs(m_found / M_cubic - 1) < 1e-7

# ---------------- neglected: film stiffness, gravity, temperature ----------------
stretch, flex, arm = composite(h, E, thick_film, young_cu)
k_stiff = np.sqrt(192 * flex / ((1 + nu) * stretch * R**4))
f_stiff = 2 * flex / (1 - nu**2) * k_stiff / arm
sag_factor = (5 + nu) / (64 * D_red * (1 + nu))
push = np.array([np.pi / (i + 1) - np.pi for i in (1, 2)])
sag_numeric = abs(np.sum(np.linalg.solve(rich["bend"][:2, :2], push)))
assert abs(sag_numeric / sag_factor - 1) < 1e-8
sag = density_ge * const.g * h * R**4 / (E * h**3) * sag_factor
stress_10K = young_cu / (1 - nu_cu) * (expansion_cu - expansion_ge) * 10

# ---------------- printed numbers ----------------
um, ev_area = 1e6, const.angstrom**2 / const.e
print("INPUTS (material values rough)")
print(f"Ge C11, C12, C44: {c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"wafer thickness {h*um:.0f} um, radius {R*1e3:.0f} mm")
print(f"film stress {film_stress/1e6:.0f} MPa; films {thin_film*um:.0f} and {thick_film*um:.0f} um")
print(f"Cu Young modulus {young_cu/1e9:.0f} GPa, Poisson ratio {nu_cu:.2f}")
print(f"expansion Cu {expansion_cu*1e6:.0f}, Ge {expansion_ge*1e6:.0f} ppm/K; Ge density {density_ge:.0f} kg/m^3")
print("ISOTROPIC MODEL")
print(f"averaged Young modulus {E/1e9:.1f} GPa, Poisson ratio {nu:.4f}")
print(f"bending stiffness D {D:.5f} N m")
print(f"critical curvature, formula {k_c:.5f} 1/m = {k_c*const.angstrom:.4e} 1/angstrom")
print(f"critical curvature, energy minimisation {numerical_kc*h/R**2:.5f} 1/m")
print(f"critical radius of curvature {1/k_c:.3f} m")
print(f"critical bow {k_c*R**2/2*um:.1f} um = {k_c*R**2/2/h:.3f} thicknesses")
print(f"critical film force {f_c:.1f} N/m = {f_c*ev_area:.2f} eV/angstrom^2")
print(f"critical film thickness at this stress {f_c/film_stress*um:.3f} um")
print(f"Stoney curvature at critical force {stoney(f_c):.5f} 1/m, ratio to k_c {stoney(f_c)/k_c:.3f}")
print(f"rim hoop membrane stress at threshold {-E*k_c**2*R**2/8/1e6:.3f} MPa")
print(f"3-lobe and 4-lobe thresholds / k_c: {lobe_ratio[3]:.4f}, {lobe_ratio[4]:.4f}")
print("THIN FILM, SPHERICAL")
print(f"film force {f_thin:.0f} N/m, fraction of critical {f_thin/f_c:.3f}")
print(f"curvature {k_thin:.5f} 1/m, Stoney {stoney(f_thin):.5f} 1/m")
print(f"bow {k_thin*R**2/2*um:.1f} um, Stoney bow {stoney(f_thin)*R**2/2*um:.1f} um")
print("THICK FILM, SPLIT")
print(f"film force {f_thick:.0f} N/m, fraction of critical {f_thick/f_c:.3f}")
print(f"mean curvature {k_mean:.5f} 1/m, half difference {split:.5f} 1/m")
print(f"principal curvatures {k_large:.5f} and {k_small:.5f} 1/m")
print(f"same from free minimisation {main_thick[0]:.5f} and {main_thick[1]:.5f} 1/m")
print(f"rim heights on the two axes {k_large*R**2/2*um:.1f} and {k_small*R**2/2*um:.1f} um")
print(f"Stoney curvature {stoney(f_thick):.5f} 1/m")
print("NEGLECTED: NON-UNIFORM CURVATURE (isotropic plate, richer shapes)")
print(f"critical force {m_rich/M_red*f_c:.1f} N/m, ratio to simple model {m_rich/M_red:.4f}")
print(f"critical mean curvature {rich_mean*h/R**2:.5f} 1/m, ratio {rich_mean/K_c:.4f}")
print(f"critical bow {rich_bow*h*um:.1f} um, ratio {rich_bow/(K_c/2):.4f}")
print(f"radial curvature at centre {rich_centre*h/R**2:.5f}, at rim {rich_edge*h/R**2:.5f} 1/m")
print(f"change of critical force with one radial term fewer {rich_change*100:.4f} %")
print(f"3-lobe stiffness left there, relative to bending {three_lobe_margin:.3f}")
print("NEGLECTED: CUBIC ANISOTROPY (uniform curvature)")
print(f"Q11, Q12, Q66: {q11/1e9:.1f}, {q12/1e9:.1f}, {q66/1e9:.1f} GPa")
print(f"membrane modulus {E_membrane/1e9:.1f} GPa")
print(f"critical curvature {K_cubic*h/R**2:.5f} 1/m, ratio {K_cubic/K_c:.4f}")
print(f"critical force {M_cubic/M_red*f_c:.1f} N/m, ratio {M_cubic/M_red:.4f}")
print("NEGLECTED: OTHER EFFECTS")
print(f"stiffness of thick film: curvature ratio {k_stiff/k_c:.4f}, force ratio {f_stiff/f_c:.4f}")
print(f"gravity sag on edge support, linear {sag*um:.1f} um, fraction of critical bow {sag/(k_c*R**2/2):.3f}")
print(f"film stress change for 10 K, elastic {stress_10K/1e6:.1f} MPa, fraction {stress_10K/film_stress:.3f}")
print(f"largest edge slope, thick film {k_large*R:.4f} rad, its square {(k_large*R)**2:.2e}")
print("finished without a failed check")
```

Printed output:

```
INPUTS (material values rough)
Ge C11, C12, C44: 129, 48, 67 GPa
wafer thickness 175 um, radius 50 mm
film stress 200 MPa; films 1 and 3 um
Cu Young modulus 120 GPa, Poisson ratio 0.34
expansion Cu 17, Ge 6 ppm/K; Ge density 5300 kg/m^3
ISOTROPIC MODEL
averaged Young modulus 122.1 GPa, Poisson ratio 0.1358
bending stiffness D 0.05555 N m
critical curvature, formula 0.26273 1/m = 2.6273e-11 1/angstrom
critical curvature, energy minimisation 0.26273 1/m
critical radius of curvature 3.806 m
critical bow 328.4 um = 1.877 thicknesses
critical film force 333.6 N/m = 20.82 eV/angstrom^2
critical film thickness at this stress 1.668 um
Stoney curvature at critical force 0.46264 1/m, ratio to k_c 1.761
rim hoop membrane stress at threshold -2.634 MPa
3-lobe and 4-lobe thresholds / k_c: 1.4142, 1.8257
THIN FILM, SPHERICAL
film force 200 N/m, fraction of critical 0.599
curvature 0.19527 1/m, Stoney 0.27735 1/m
bow 244.1 um, Stoney bow 346.7 um
THICK FILM, SPLIT
film force 600 N/m, fraction of critical 1.798
mean curvature 0.47251 1/m, half difference 0.39273 1/m
principal curvatures 0.86525 and 0.07978 1/m
same from free minimisation 0.86525 and 0.07978 1/m
rim heights on the two axes 1081.6 and 99.7 um
Stoney curvature 0.83205 1/m
NEGLECTED: NON-UNIFORM CURVATURE (isotropic plate, richer shapes)
critical force 338.8 N/m, ratio to simple model 1.0156
critical mean curvature 0.30749 1/m, ratio 1.1704
critical bow 302.2 um, ratio 0.9203
radial curvature at centre 0.16668, at rim 0.49176 1/m
change of critical force with one radial term fewer 0.0007 %
3-lobe stiffness left there, relative to bending 0.423
NEGLECTED: CUBIC ANISOTROPY (uniform curvature)
Q11, Q12, Q66: 111.1, 30.1, 67.0 GPa
membrane modulus 117.8 GPa
critical curvature 0.23221 1/m, ratio 0.8838
critical force 263.5 N/m, ratio 0.7897
NEGLECTED: OTHER EFFECTS
stiffness of thick film: curvature ratio 1.0169, force ratio 1.0689
gravity sag on edge support, linear 72.3 um, fraction of critical bow 0.220
film stress change for 10 K, elastic 20.0 MPa, fraction 0.100
largest edge slope, thick film 0.0433 rad, its square 1.87e-03
finished without a failed check
```
